# Charge Neutrality by Logarithmic Bisection: Monotonicity, Conditioning and Failure Modes: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: the net charge density (units of e)
    Q(E) = p(E) - n(E) + sum over pools of total * <charge>
falls strictly with the Fermi level E, and so does L = ln P - ln M, where
Q = P - M is a split into positive parts. Bisection on L finds the only root.
A pool is a fixed number of objects per volume (lattice sites, or frozen
defects) spread over states with weight g*exp(-(energy + charge*E)/kT).
'reference' is the charge subtracted from a pool before the split.
Energies in eV from the valence-band edge, concentrations in cm^-3.
"""
import math
from collections import namedtuple
import numpy as np
import mpmath as mp
from scipy import constants as sc

KB = sc.k / sc.e
Pool = namedtuple("Pool", "name total charge energy degeneracy reference")
Model = namedtuple("Model", "gap me mh pools")
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def log_band_density(mass, T):
    return math.log(2e-6 * (2 * math.pi * mass * sc.m_e * sc.k * T
                            / sc.h**2)**1.5)


def log_fermi(eta):
    """Logarithm of the normalized Fermi integral of order 1/2."""
    top = math.sqrt(max(eta, 0.0) + 40.0)
    t = 0.5 * top * (NODES + 1)
    pref = np.log(0.5 * top * WEIGHTS * 4 * t**2 / math.sqrt(math.pi))
    return np.logaddexp.reduce(pref - np.logaddexp(0.0, t**2 - eta))


def log_carriers(model, E, T):
    kT = KB * T
    return (log_band_density(model.mh, T) + log_fermi(-E / kT),
            log_band_density(model.me, T) + log_fermi((E - model.gap) / kT))


def log_fractions(pool, E, kT):
    lw = (np.log(np.array(pool.degeneracy, float))
          - (np.array(pool.energy, float)
             + np.array(pool.charge, float) * E) / kT)
    return lw - np.logaddexp.reduce(lw)


def log_sides(model, E, T):
    log_p, log_n = log_carriers(model, E, T)
    plus, minus = [log_p], [log_n]
    fixed = math.fsum(s.total * s.reference for s in model.pools)
    if fixed != 0:
        (plus if fixed > 0 else minus).append(math.log(abs(fixed)))
    for s in model.pools:
        for q, lf in zip(s.charge, log_fractions(s, E, KB * T)):
            d = q - s.reference
            if d != 0:
                (plus if d > 0 else minus).append(
                    math.log(s.total) + math.log(abs(d)) + lf)
    return np.logaddexp.reduce(plus), np.logaddexp.reduce(minus)


def imbalance(model, E, T):
    a, b = log_sides(model, E, T)
    return a - b


def solve(model, T, tol=1e-12):
    low, high = 0.0, model.gap
    step = 4 * KB * T
    while imbalance(model, low, T) <= 0:
        low, step = low - step, 2 * step
    step = 4 * KB * T
    while imbalance(model, high, T) >= 0:
        high, step = high + step, 2 * step
    trace = []
    while high - low > tol:
        mid = 0.5 * (low + high)
        value = imbalance(model, mid, T)
        trace.append((mid, value))
        if value > 0:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high), trace


def charge_60_digits(model, E, T):
    """Original Q, summed linearly without logarithmic split."""
    kT = mp.mpf(KB * T)
    gap = mp.mpf(model.gap)
    nc = mp.exp(mp.mpf(log_band_density(model.me, T)))
    nv = mp.exp(mp.mpf(log_band_density(model.mh, T)))
    order = mp.mpf(3) / 2
    n = -nc * mp.re(mp.polylog(order, -mp.exp((E - gap) / kT)))
    p = -nv * mp.re(mp.polylog(order, -mp.exp(-E / kT)))
    total = p - n
    for s in model.pools:
        w = [mp.mpf(g) * mp.exp(-(mp.mpf(e) + q * E) / kT)
             for q, e, g in zip(s.charge, s.energy, s.degeneracy)]
        total += mp.mpf(s.total) * sum(q * x for q, x in
                                      zip(s.charge, w)) / sum(w)
    return total


def certify(model, root, T, delta=1e-11):
    with mp.workdps(60):
        E, d = mp.mpf(float(root)), mp.mpf(delta)
        assert charge_60_digits(model, E - d, T) > 0
        assert charge_60_digits(model, E + d, T) < 0


# Fermi integral and its derivative against direct quadrature.
def direct_integral(eta, derivative=False):
    def integrand(x):
        f = 1 / (1 + mp.exp(x - eta))
        return mp.sqrt(x) * f * ((1 - f) if derivative else 1)
    cuts = [0, 1, 5, 10, 20, 40, 90]
    return float(2 / mp.sqrt(mp.pi) * mp.quad(integrand, cuts))


for eta in (-30.0, -5.0, 0.0, 5.0, 20.0):
    assert abs(math.exp(log_fermi(eta)) / direct_integral(eta) - 1) < 1e-9
    h = 1e-4
    slope = (math.exp(log_fermi(eta + h)) - math.exp(log_fermi(eta - h))) / (2*h)
    assert abs(slope / direct_integral(eta, True) - 1) < 1e-6

# Covariance law for random pools, including negative-U level orderings.
rng = np.random.default_rng(7)
kT_test = 0.05
for trial in range(100):
    q = np.arange(-3, 4)
    pool = Pool("random", 1.0, q, rng.normal(0, 2 * kT_test, 7),
                rng.integers(1, 5, 7), 0)
    E = rng.normal(0, kT_test)
    r = rng.integers(-2, 3)
    f = np.exp(log_fractions(pool, E, kT_test))
    h = 1e-4 * kT_test
    f_up = np.exp(log_fractions(pool, E + h, kT_test))
    f_down = np.exp(log_fractions(pool, E - h, kT_test))
    for a in (q, np.maximum(q - r, 0), -np.maximum(r - q, 0)):
        covariance = f @ (q * a) - (f @ q) * (f @ a)
        numeric = (f_up @ a - f_down @ a) / (2 * h)
        assert covariance > 0
        assert abs(numeric * kT_test + covariance) < 1e-6

# Monotonic L in random models with random reference charges.
# The tolerance covers rounding on plateaus where fixed charges dominate.
for trial in range(30):
    T = rng.uniform(300, 1500)
    gap = rng.uniform(1, 4)
    pools = []
    for j in range(3):
        q = np.arange(-2, 3)
        pools.append(Pool("r", 10**rng.uniform(14, 20), q,
                          rng.uniform(-2, 2, 5) - q * gap / 2,
                          rng.integers(1, 5, 5), int(rng.integers(-2, 3))))
    model = Model(gap, rng.uniform(0.1, 2), rng.uniform(0.1, 2), pools)
    values = np.array([imbalance(model, E, T)
                       for E in np.linspace(-0.2, gap + 0.2, 60)])
    assert np.all(np.diff(values) < 1e-11) and values[0] > values[-1]

# Worked example.
GAP, ME, MH, SITES, DOPING = 3.0, 0.3, 1.0, 2e22, 1e17
D = Pool("D", SITES, (0, 0, 1, 2), (0.0, 4.0, 1.5, -1.2), (1, 1, 2, 1), 0)
A = Pool("A", SITES, (0, 0, -1, -2), (0.0, 4.0, 4.6, 5.6), (1, 1, 2, 1), 0)
X = Pool("X", DOPING, (0, 1), (0.0, -(GAP - 0.1)), (2, 1), 0)
HOT, COLD = 1000.0, 300.0
undoped = Model(GAP, ME, MH, [D, A])
doped = Model(GAP, ME, MH, [D, A, X])


def state_concentrations(pool, E, T):
    return pool.total * np.exp(log_fractions(pool, E, KB * T))


print(f"gap {GAP:.1f} eV; masses: electron {ME:.1f}, hole {MH:.1f} m_e")
print(f"sites per sublattice {SITES:.1e} cm^-3; dopant X {DOPING:.1e} cm^-3")
for s in (D, A):
    print(f"{s.name}: charges {s.charge[1:]}, energies at E=0 {s.energy[1:]} eV,"
          f" g {s.degeneracy[1:]}")
print(f"X: donor level {-X.energy[1]:.2f} eV, g(neutral, +1) {X.degeneracy}")
for T in (HOT, COLD):
    print(f"T {T:.0f} K: kT {KB*T:.6f} eV, Nc "
          f"{math.exp(log_band_density(ME, T)):.4e}, Nv "
          f"{math.exp(log_band_density(MH, T)):.4e} cm^-3")

roots = {}
for label, model, T in (("undoped 1000 K", undoped, HOT),
                        ("doped 1000 K", doped, HOT),
                        ("doped, full equilibrium 300 K", doped, COLD)):
    root, trace = solve(model, T)
    certify(model, root, T)
    roots[label] = root
    p, n = np.exp(log_carriers(model, root, T))
    print(f"{label}: E_F {root:.6f} eV, n {n:.4e}, p {p:.4e} cm^-3")
    for s in model.pools:
        c = state_concentrations(s, root, T)
        c = c if s.name == "X" else c[1:]
        print(f"  {s.name} by charge state: "
              + ", ".join(f"{v:.4e}" for v in c) + " cm^-3")
    if label == "doped 1000 K":
        print(f"  bisection steps {len(trace)}, final width below 1e-12 eV")
        for i, (mid, value) in enumerate(trace[:6], 1):
            print(f"  step {i}: midpoint {mid:.6f} eV, L {value:+.4f}")

# Slope of L in the dilute undoped crystal: charge-weighted mean charges.
E0 = roots["undoped 1000 K"]
p0, n0 = np.exp(log_carriers(undoped, E0, HOT))
cD, cA = (state_concentrations(s, E0, HOT) for s in (D, A))
qD, qA = np.array(D.charge), np.array(A.charge)
mean_plus = (p0 + cD @ qD**2) / (p0 + cD @ qD)
mean_minus = (n0 + cA @ qA**2) / (n0 - cA @ qA)
h = 1e-4 * KB * HOT
slope = -KB * HOT * (imbalance(undoped, E0 + h, HOT)
                     - imbalance(undoped, E0 - h, HOT)) / (2 * h)
assert abs(slope - mean_plus - mean_minus) < 1e-5
assert 2 <= slope <= 4
print(f"undoped slope kT|dL/dE| {slope:.4f} = {mean_plus:.4f} + {mean_minus:.4f}")

# Quench: totals of D and A frozen at their hot values.
E1 = roots["doped 1000 K"]
frozen = []
for s, ref in ((D, 0), (A, -2)):
    total = float(state_concentrations(s, E1, HOT)[1:].sum())
    frozen.append(Pool(s.name, total, s.charge[1:], s.energy[1:],
                       s.degeneracy[1:], ref))
frozen.append(X._replace(reference=1))
quenched = Model(GAP, ME, MH, frozen)
E2, _ = solve(quenched, COLD)
certify(quenched, E2, COLD)
p2, n2 = np.exp(log_carriers(quenched, E2, COLD))
net = math.fsum(s.total * s.reference for s in frozen)
print(f"frozen totals: D {frozen[0].total:.4e}, A {frozen[1].total:.4e} cm^-3")
print(f"dopant charge taken by A if all A is 2-: "
      f"{200*frozen[1].total/DOPING:.2f} %")
print(f"net reference charge K {net:.4e} cm^-3")
print(f"quenched 300 K: E_F {E2:.6f} eV, n {n2:.4e}, p {p2:.4e} cm^-3")
print(f"  neutral X {state_concentrations(frozen[2], E2, COLD)[0]:.4e} cm^-3")

# Intrinsic crystal at 20 K: linear concentrations underflow, logs do not.
T = 20.0
intrinsic = Model(GAP, ME, MH, [])
E_int, _ = solve(intrinsic, T)
closed = GAP / 2 + 0.75 * KB * T * math.log(MH / ME)
assert abs(E_int - closed) < 1e-10
certify(intrinsic, E_int, T)
grid = np.linspace(0, GAP, 601)
linear = np.array([np.subtract(*np.exp(log_sides(intrinsic, E, T)))
                   for E in grid])
zero = grid[linear == 0]
assert len(zero) > 10 and zero[0] < E_int < zero[-1]
log_n_int = log_carriers(intrinsic, E_int, T)[1]
print(f"intrinsic 20 K: E_F {E_int:.8f} eV, closed form {closed:.8f} eV")
print(f"  log10(n / cm^-3) {log_n_int/math.log(10):.3f}")
print(f"  linear Q is zero in double precision from {zero[0]:.3f} "
      f"to {zero[-1]:.3f} eV")

# Exact compensation: the reference charge removes the cancellation.
level_d, level_a = 2.9, 0.2
donor = Pool("donor", DOPING, (0, 1), (0.0, -level_d), (2, 1), 1)
acceptor = Pool("acceptor", DOPING, (0, -1), (0.0, level_a), (4, 1), -1)
good = Model(GAP, ME, MH, [donor, acceptor])
bad = Model(GAP, ME, MH, [s._replace(reference=0) for s in good.pools])
E_good, _ = solve(good, COLD)
E_bad, _ = solve(bad, COLD)
certify(good, E_good, COLD)
kT = KB * COLD
Nc, Nv = (math.exp(log_band_density(m, COLD)) for m in (ME, MH))
closed = kT / 2 * math.log(
    (Nv + 4 * DOPING * math.exp(level_a / kT))
    / (Nc * math.exp(-GAP / kT) + 2 * DOPING * math.exp(-level_d / kT)))
assert abs(E_good - closed) < 1e-10
assert abs(E_bad - closed) > 0.1
print(f"compensated 300 K: donor level {level_d:.1f}, acceptor level "
      f"{level_a:.1f} eV, each {DOPING:.1e} cm^-3")
print(f"  g neutral: donor {donor.degeneracy[0]}, "
      f"acceptor {acceptor.degeneracy[0]}")
print(f"  E_F closed form {closed:.8f} eV")
print(f"  E_F with references +1, -1: {E_good:.8f} eV")
print(f"  E_F with references 0, 0: {E_bad:.8f} eV (wrong by "
      f"{abs(E_bad-closed):.3f} eV)")

# Degenerate doping forces the bracket to expand beyond the gap.
heavy = 1e20
degenerate = Model(GAP, ME, MH, [Pool("ion", heavy, (1,), (0.0,), (1,), 0)])
E_deg, _ = solve(degenerate, COLD)
assert E_deg > GAP
n_direct = Nc * direct_integral((E_deg - GAP) / kT)
assert abs(n_direct / heavy - 1) < 1e-8
print(f"degenerate 300 K, ionized donors {heavy:.1e} cm^-3: "
      f"E_F - gap {E_deg-GAP:.6f} eV")
print("OK")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 124, in <module>
    assert abs(math.exp(log_fermi(eta)) / direct_integral(eta) - 1) < 1e-9
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault lies in the reference quadrature used to test the Fermi integral, not in the physics or the solver. Its stopping rule uses an absolute error near 10⁻¹⁵, but at reduced Fermi level −30 the integral is only about 10⁻¹³, so the quadrature can stop long before it reaches the relative accuracy of 10⁻⁹ that the test demands. The reference now takes the factor exp(min(η,0)) out of the integrand, integrates a function of ordinary size, and multiplies the factor back afterwards. All tested quantities, cases and tolerances are unchanged.

The change:

```diff
@@ -113,10 +113,14 @@
 
 # Fermi integral and its derivative against direct quadrature.
+# The quadrature controls absolute error, so the small factor exp(eta) of the
+# nondegenerate case is taken out of the integrand and restored afterwards.
 def direct_integral(eta, derivative=False):
+    scale = mp.exp(min(eta, 0.0))
+
     def integrand(x):
         f = 1 / (1 + mp.exp(x - eta))
-        return mp.sqrt(x) * f * ((1 - f) if derivative else 1)
+        return mp.sqrt(x) * (f / scale) * ((1 - f) if derivative else 1)
     cuts = [0, 1, 5, 10, 20, 40, 90]
-    return float(2 / mp.sqrt(mp.pi) * mp.quad(integrand, cuts))
+    return float(scale * 2 / mp.sqrt(mp.pi) * mp.quad(integrand, cuts))
 
 
```

Output now:

```
gap 3.0 eV; masses: electron 0.3, hole 1.0 m_e
sites per sublattice 2.0e+22 cm^-3; dopant X 1.0e+17 cm^-3
D: charges (0, 1, 2), energies at E=0 (4.0, 1.5, -1.2) eV, g (1, 2, 1)
A: charges (0, -1, -2), energies at E=0 (4.0, 4.6, 5.6) eV, g (1, 2, 1)
X: donor level 2.90 eV, g(neutral, +1) (2, 1)
T 1000 K: kT 0.086173 eV, Nc 2.5094e+19, Nv 1.5272e+20 cm^-3
T 300 K: kT 0.025852 eV, Nc 4.1234e+18, Nv 2.5094e+19 cm^-3
undoped 1000 K: E_F 1.623277 eV, n 2.8920e+12, p 1.0068e+12 cm^-3
  D by charge state: 1.3865e+02, 7.2683e+06, 9.7017e+11 cm^-3
  A by charge state: 1.3865e+02, 3.9814e+07, 2.7554e+10 cm^-3
doped 1000 K: E_F 2.242495 eV, n 3.8185e+15, p 7.6245e+08 cm^-3
  D by charge state: 1.3865e+02, 5.5045e+03, 5.5643e+05 cm^-3
  A by charge state: 1.3865e+02, 5.2572e+10, 4.8042e+16 cm^-3
  X by charge state: 9.7035e+13, 9.9903e+16 cm^-3
  bisection steps 42, final width below 1e-12 eV
  step 1: midpoint 1.500000 eV, L +11.8774
  step 2: midpoint 2.250000 eV, L -0.1711
  step 3: midpoint 1.875000 eV, L +7.2270
  step 4: midpoint 2.062500 eV, L +3.9390
  step 5: midpoint 2.156250 eV, L +1.9386
  step 6: midpoint 2.203125 eV, L +0.8922
doped, full equilibrium 300 K: E_F 2.633263 eV, n 2.8468e+12, p 1.4544e-25 cm^-3
  D by charge state: 1.2705e-45, 1.4665e-47, 9.6913e-47 cm^-3
  A by charge state: 1.2705e-45, 3.6504e-11, 4.9995e+16 cm^-3
  X by charge state: 6.6073e+12, 9.9993e+16 cm^-3
undoped slope kT|dL/dE| 2.6771 = 1.6584 + 1.0187
frozen totals: D 5.6207e+05, A 4.8042e+16 cm^-3
dopant charge taken by A if all A is 2-: 96.08 %
net reference charge K 3.9155e+15 cm^-3
quenched 300 K: E_F 2.789549 eV, n 1.2017e+15, p 3.4452e-28 cm^-3
  neutral X 2.7138e+15 cm^-3
intrinsic 20 K: E_F 1.50155626 eV, closed form 1.50155626 eV
  log10(n / cm^-3) -360.740
  linear Q is zero in double precision from 1.355 to 1.645 eV
compensated 300 K: donor level 2.9, acceptor level 0.2 eV, each 1.0e+17 cm^-3
  g neutral: donor 2, acceptor 4
  E_F closed form 1.55467823 eV
  E_F with references +1, -1: 1.55467823 eV
  E_F with references 0, 0: 1.09596204 eV (wrong by 0.459 eV)
degenerate 300 K, ionized donors 1.0e+20 cm^-3: E_F - gap 0.259736 eV
OK
```
